# DIIS for Coupled-Cluster Amplitudes: Anderson, GMRES and the B Matrix

## The result

Let $t$ be the vector of doubles amplitudes and $e(t)$ the change that one plain update would make to it. From stored pairs $(t_i,e_i)$, $i=0,\dots,n$, DIIS forms

$$t_{n+1}=\sum_i c_i(t_i+e_i),\qquad \Big\|\sum_i c_ie_i\Big\|=\min,\qquad \sum_i c_i=1. \tag{1}$$

Three statements hold.

1. If the differences between the stored errors are linearly independent, (1) is Anderson acceleration with unit mixing.
2. For linearized CCD (LCCD) with a nonsingular matrix, started from $t_0=0$ with full history and exact arithmetic, $\sum_i c_it_i$ is the $n$-th GMRES iterate of the gap-preconditioned equations, provided each earlier GMRES step lowered the residual.
3. The matrix $B_{ij}=e_i\cdot e_j$ becomes ill-conditioned largely because the errors shrink. When the stored errors span more orders of magnitude than the cutoff admits, discarding its small eigenvalues discards the progress made. Orthogonalising scaled error differences avoids this.

## The plain update and its weakness

We use real canonical UHF spin orbitals, with $i,j,m,n$ occupied and $a,b,e,f$ virtual. The starting point is the CCD projection $\Omega=\langle{}_{ij}^{ab}|e^{-T_2}He^{T_2}|0\rangle=0$, which in spin orbitals reads

$$\begin{aligned}\Omega_{ij}^{ab}={}&\langle ij\|ab\rangle+\Delta_{ij}^{ab}t_{ij}^{ab}+\tfrac12\langle ab\|ef\rangle t_{ij}^{ef}+\tfrac12W_{mnij}t_{mn}^{ab}\\&+P_{ij}P_{ab}\,t_{im}^{ae}W_{mbej}+P_{ab}\,t_{ij}^{ae}F_{be}-P_{ij}\,t_{im}^{ab}F_{mj}.\end{aligned}$$

Repeated indices not on the left are summed, except that $\Delta t$ is an elementwise product. $P_{ij}X=X-X(i\leftrightarrow j)$, and

$$\begin{aligned}W_{mnij}&=\langle mn\|ij\rangle+\tfrac12t_{ij}^{ef}\langle mn\|ef\rangle,& F_{be}&=-\tfrac12t_{mn}^{bf}\langle mn\|ef\rangle,\\W_{mbej}&=\langle mb\|ej\rangle-\tfrac12t_{jn}^{fb}\langle mn\|ef\rangle,& F_{mj}&=\tfrac12t_{jn}^{ef}\langle mn\|ef\rangle.\end{aligned}$$

The gap $\Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$ is assumed positive. In short, $\Omega=v+At+Q(t,t)$, where $v$ holds the integrals $\langle ij\|ab\rangle$, $A$ is linear and $Q$ is a symmetric bilinear form.

The gap is the orbital-energy part of $A$; it is diagonal and trivially inverted, although the two-electron terms also contribute to the diagonal of $A$. Replacing the Jacobian by $\Delta$ in Newton's method gives

$$g(t)=t+e(t),\qquad e(t)=-\Delta^{-1}\Omega(t).$$

From $t_0=0$ the first update is $t=-\Delta^{-1}v$, the MP2 amplitudes. With the energy $\tfrac14\sum\langle ij\|ab\rangle t_{ij}^{ab}$ this gives $-\tfrac14\sum\langle ij\|ab\rangle^2/\Delta_{ij}^{ab}$, as it should.

Near a solution, write $J=-\partial e/\partial t$. A plain step moves $t$ by $e_n$, so to first order $e_{n+1}=(1-J)e_n$. Every component must shrink by itself, and the slowest one present in the error sets the pace; modes that the start does not excite play no part.

The triplet oxygen atom shows this. In UHF/cc-pVDZ it has 8 occupied and 20 virtual spin orbitals, all electrons are correlated, and every gap is at least 1.29 hartree, twice the distance from the highest occupied to the lowest virtual spin orbital (a lower bound only, since it corresponds to $i=j$, where the amplitude vanishes). The norm $\|e\|$ is taken over the full antisymmetric tensor. This multiplies all inner products by 4 relative to the unique amplitudes and leaves the $c_i$ unchanged. The last two tabulated plain errors have the ratio

$$\frac{1.51\times10^{-5}}{2.67\times10^{-5}}=0.57.$$

At this rate, going from $1.51\times10^{-5}$ at $n=13$ to $10^{-10}$ takes $\ln(1.51\times10^5)/|\ln0.566|\approx21$ more steps, up to $n=34$. Counting $n=0$, that is the observed 35 evaluations.

## Using the history

The plain update forgets what earlier trials revealed about $J$. Suppose for the moment that the error is linear, $e(t)=f-Kt$. Then for $\bar t=\sum_ic_it_i$,

$$\sum_ic_ie_i=f\sum_ic_i-K\bar t=e(\bar t)\qquad\text{if }\sum_ic_i=1. \tag{2}$$

The sum rule therefore lets stored errors predict the error at a point never visited. We choose the point of least predicted error. Stopping at $\bar t$ would keep the search within the span of old trials, so the predicted update is added, which gives (1).

To find the coefficients, make $\tfrac12c^TBc-\mu(\mathbf 1^Tc-1)$ stationary:

$$Bc=\mu\mathbf 1,\quad \mathbf 1^Tc=1
\quad\Longleftrightarrow\quad
\begin{pmatrix}B&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}\begin{pmatrix}c\\-\mu\end{pmatrix}=\begin{pmatrix}0\\1\end{pmatrix}. \tag{3}$$

Multiplying the first equation by $c^T$ gives $\mu=c^TBc=\|\sum_ic_ie_i\|^2$: the multiplier is the squared predicted error.

CCD is quadratic, so the failure of (2) can be written in closed form. Let $q(x,y)=-\Delta^{-1}Q(x,y)$. The constant and linear parts cancel by the sum rule, which leaves $q(\bar t,\bar t)-\sum_ic_iq(t_i,t_i)$. On the other hand,

$$\tfrac12\sum_{ij}c_ic_j\,q(t_i-t_j,t_i-t_j)=\tfrac12\sum_{ij}c_ic_j\big[q(t_i,t_i)+q(t_j,t_j)-2q(t_i,t_j)\big]=\sum_ic_iq(t_i,t_i)-q(\bar t,\bar t),$$

and hence

$$e(\bar t)-\sum_ic_ie_i=-\tfrac12\sum_{ij}c_ic_j\,q(t_i-t_j,t_i-t_j). \tag{4}$$

The defect is second order in the spread of the trials, weighted by their coefficients. A distant trial contributes little only if its coefficient is small enough to offset its squared distance. With the first four oxygen vectors the predicted error is $1.40\times10^{-3}$ and the defect $8.9\times10^{-5}$, or 6% of it. The linear model is already useful there.

DIIS reaches the $10^{-10}$ threshold after 14 evaluations. At $n=13$ its error is $2.5\times10^{-11}$, against $1.5\times10^{-5}$ for plain updating. The two sequences agree at $n=0$ and $n=1$, because with one stored vector $c_0=1$ and (1) is the plain update.

## The same step in Anderson's form

The constraint can be eliminated. Define $\Delta e_j=e_{j+1}-e_j$ and $\Delta g_j=g_{j+1}-g_j$ for $j=0,\dots,n-1$, with $g_i=t_i+e_i$. (These differences are unrelated to the gap.) Expanding

$$e_n-\sum_{j=0}^{n-1}\gamma_j(e_{j+1}-e_j)$$

and collecting the factor of each $e_i$ gives, for $n\ge1$,

$$c_0=\gamma_0,\qquad c_j=\gamma_j-\gamma_{j-1}\ (0<j<n),\qquad c_n=1-\gamma_{n-1}.$$

These sum to one for any $\gamma$. Conversely, $\gamma_j=c_0+\dots+c_j$ recovers $\gamma$ from any $c$ with unit sum, so the map is one-to-one. Since the same coefficients multiply the $g_i$, (1) becomes

$$\gamma=\arg\min\Big\|e_n-\sum_j\gamma_j\Delta e_j\Big\|,\qquad t_{n+1}=g_n-\sum_j\gamma_j\Delta g_j, \tag{5}$$

which is Anderson acceleration with unit mixing. If the $\Delta e_j$ are dependent, the minimiser is not unique and two implementations may choose differently. Run separately on oxygen CCD, one through (3) and one through (5), the first seven iterates differ by at most about $10^{-16}$ in norm.

The case of a single amplitude and two vectors shows what is being learned. There $\gamma=e_1/\Delta e$, and with $\Delta g=\Delta t+\Delta e$,

$$t_2=t_1+e_1-(\Delta t+\Delta e)\frac{e_1}{\Delta e}=t_1-e_1\frac{\Delta t}{\Delta e}.$$

This is the secant method: the history supplies a measured slope in place of the gap.

## Linearized CCD and GMRES

Dropping $Q$ gives $At=-v$. Because $T_2H|0\rangle$ has a doubles component only from the reference part of $H|0\rangle$, $A_{\mu\nu}=\langle\mu|H-E_{\rm HF}|\nu\rangle$, which is symmetric. The preconditioned equation is

$$Kt=f,\qquad K=\Delta^{-1}A,\quad f=-\Delta^{-1}v,\qquad e(t)=f-Kt.$$

Since $K^T=A\Delta^{-1}$, $K$ is symmetric only if $A$ and $\Delta$ commute. They do not for oxygen, so GMRES is the appropriate comparison in the Euclidean product.

Let $\mathcal K_n=\mathrm{span}\{f,Kf,\dots,K^{n-1}f\}$, with $\mathcal K_0=\{0\}$. GMRES from zero takes the $x_n\in\mathcal K_n$ that minimises $\|f-Kx\|$; call the residual there $r_n$. For nonsingular $K$ this $x_n$ is unique. We show by induction that the affine span of $t_0,\dots,t_n$ is $\mathcal K_n$.

This holds for $n=0$. If it holds for $n$, then by (2) DIIS minimises $\|f-K\bar t\|$ over $\bar t\in\mathcal K_n$, so

$$\sum_ic_it_i=x_n,\qquad t_{n+1}=x_n+r_n. \tag{6}$$

As $r_n=f-Kx_n$, the new trial lies in $\mathcal K_{n+1}$. It remains to show that it is not in $\mathcal K_n$ when $r_n\ne0$.

- First, $\mathcal K_{n+1}$ is larger than $\mathcal K_n$. Otherwise $K$ would map $\mathcal K_n$ into itself, and being injective, onto itself. Then $f=Kx$ would have a solution in $\mathcal K_n$ and $r_n$ would vanish.
- For $n=0$, $t_1=f\neq0$ is new. For $n\ge1$, suppose $t_{n+1}\in\mathcal K_n$. Then $r_n$, and with it $Kx_n=f-r_n$, lies in $\mathcal K_n$. So $x_n$ has no component along $K^{n-1}f$, that is, $x_n\in\mathcal K_{n-1}$. By uniqueness $x_n=x_{n-1}$, and GMRES has stagnated.

Without stagnation the span thus grows by one dimension and the induction continues. DIIS and GMRES minimise the same quantity, the update difference $\Delta^{-1}\Omega$ and not $\Omega$ itself.

For oxygen LCCD the GMRES residual falls from $2.9\times10^{-2}$ at $n=1$ to $4.1\times10^{-7}$ at $n=8$. The DIIS mixture stays within $3\times10^{-16}$ of the GMRES iterate throughout. With a window of three vectors, the predicted residual at $n=8$ is $3.3\times10^{-6}$, 8 times the GMRES value: truncation saves storage and gives up the identity.

### What stagnation does

If $x_n=x_{n-1}$, (6) gives $t_{n+1}=x_{n-1}+r_{n-1}=t_n$. DIIS repeats a trial, learns nothing and repeats it again. The smallest example is

$$K=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad f=\begin{pmatrix}1\\0\end{pmatrix}:\qquad t_0=0,\ e_0=\begin{pmatrix}1\\0\end{pmatrix},\quad t_1=\begin{pmatrix}1\\0\end{pmatrix},\ e_1=\begin{pmatrix}1\\-1\end{pmatrix}.$$

The difference $e_1-e_0=(0,-1)^T$ is orthogonal to $e_0$, so the minimum is at $c=(1,0)$ and $t_2=t_0+e_0=t_1$. DIIS stays there with error $\sqrt2$, while GMRES finds the solution $(0,1)^T$ in its second step.

The cure is a plain update from the newest trial, applied again for each further step in which GMRES stagnates. If $t_n$ contains $K^{n-1}f$, then $t_n+f-Kt_n$ contains $K^nf$, so the span grows again. Here it gives $t_2=(2,-1)^T$ and $e_2=(2,-2)^T$. Now $2e_1-e_2=0$, and $c=(0,2,-1)$ yields $\bar t=2t_1-t_2=(0,1)^T$, the solution.

In this last step $B$ is a $3\times3$ matrix of rank 2, yet (3) has a unique solution. In general, the bordered matrix is singular if some nonzero pair $(c,\mu)$ obeys $Bc=\mu\mathbf 1$ and $\mathbf 1^Tc=0$. Then $\|\sum_ic_ie_i\|^2=c^TBc=0$, so also $\mu=0$, and $c\ne0$. Such a $c$ is a dependence among error *differences*. A null vector of $B$ with nonzero sum can instead be scaled to unit sum. It then predicts zero error and solves the linear model.

## Why $B$ is ill-conditioned, and the wrong cure

Let $E$ have the $e_i$ as columns. Then $B=E^TE$ and $\mathrm{cond}(B)=\mathrm{cond}(E)^2$. The largest singular value of $E$ is at least $\|e_0\|$ and the smallest at most $\|e_n\|$, so

$$\mathrm{cond}(B)\ge\left(\frac{\|e_0\|}{\|e_n\|}\right)^2=\left(\frac{0.296}{2.51\times10^{-11}}\right)^2=1.4\times10^{20}$$

for the 14 CCD vectors. The actual value is $9.5\times10^{20}$. This is within a factor of 7 of the bound, which depends only on the fall of the errors, that is, on convergence itself. The directions of the errors are not orthogonal either, and this also adds to the condition number. The scaled differences used below, from which the grading of the norms is removed, are far better conditioned.

A tempting remedy is to diagonalise $B$, drop eigenvalues below $\tau\lambda_{\max}$, and use the pseudoinverse $B^+$ in $c=B^+\mathbf 1/(\mathbf 1^TB^+\mathbf 1)$. Since $B^+BB^+=B^+$,

$$\|Ec\|^2=c^TBc=\frac1{\mathbf 1^TB^+\mathbf 1},\qquad
\mathbf 1^TB^+\mathbf 1=\sum_{\rm kept}\frac{(u_k^T\mathbf 1)^2}{\lambda_k}\le\frac{N}{\tau\lambda_{\max}},$$

where $u_k$ are the eigenvectors and $N$ is the number of vectors. Therefore

$$\|Ec\|\ge\sqrt{\tau\lambda_{\max}/N}. \tag{7}$$

The small eigenvalues carry the small errors, and the filter removes them. For $\tau=10^{-12}$ it keeps 8 of 14 directions. The bound is $8.0\times10^{-8}$ and the predicted error is $7.0\times10^{-7}$, some 28,000 times the error of the newest vector, which was available with no extrapolation at all. The filter removes nothing while $\mathrm{cond}(B)<1/\tau$; along this history that limit is first passed at $n=8$. With a short window $\lambda_{\max}$, and with it the floor (7), falls as old vectors leave, so the harm shown here is that of a long history.

## Scaled differences

A sound scheme must ignore the harmless grading of the norms, detect dependent differences, and avoid squaring the condition number. Eliminate $c_n$ and scale each difference by the larger of the errors that form it:

$$\sum_ic_ie_i=e_n+\sum_{j<n}z_j\frac{e_j-e_n}{s_j},\qquad s_j=\max(\|e_j\|,\|e_n\|),\quad z_j=s_jc_j.$$

Orthogonalise the scaled columns from newest to oldest. If what remains of a column has norm below $\tau$, drop it and set its $c_j=0$. With the retained columns written as $\mathcal Q R$, where $\mathcal Q$ has orthonormal columns and $R$ is upper triangular, least squares gives

$$Rz=-\mathcal Q^Te_n,\qquad c_n=1-\sum_{j<n}c_j. \tag{8}$$

The sum rule holds whatever is dropped. The predicted error is $\|(1-\mathcal Q\mathcal Q^T)e_n\|\le\|e_n\|$, so the prediction cannot be worse than the newest vector, in contrast to (7). Also $\|z\|\le\|e_n\|/\sigma_{\min}(R)$, which limits the coefficients of old vectors.

For the same CCD history the scaled differences have condition number 160. The predicted error is $1.2\times10^{-11}$, half of the newest error $2.5\times10^{-11}$. The norm $\|z\|$ is $5.7\times10^{-10}$, within its bound of $2.2\times10^{-9}$. It follows that $|c_0|\le5.7\times10^{-10}/0.296\approx2\times10^{-9}$: the first trial has almost left the mixture, and by (4) its contribution to the nonlinear defect carries the same small factor $c_0$.

The threshold matters for near duplicates. Take $e_n=(1,1)^T$ and $e_{\rm old}=(1,1+\delta)^T$. The mixture is $(1,1+c\delta)^T$, with its minimum at $c=-1/\delta$. For $\delta=10^{-9}$ the coefficient is $-10^9$, and it lowers the predicted error merely from $\sqrt2$ to 1. With this coefficient held fixed, an error $\eta$ in the stored old vector enters the mixture multiplied by $-10^9$.

The Gram matrix cannot even represent this case. The squared distance $B_{11}+B_{22}-2B_{12}=\delta^2=10^{-18}$ is lost among entries of size 2 in double precision, and comes out as zero. Subtracting the vectors first retains $\delta$. The scaled column has norm $\delta/\sqrt2\approx7\times10^{-10}$, below $\tau=10^{-8}$, so it is dropped and the plain update results. Scaling the difference to unit length would have hidden the duplicate.

Dropping nearly parallel *errors* would be a different mistake. In the swap example $e_1$ and $e_2$ are parallel, and their difference is what gives the solution.

## The algorithm

Choose a window $m$, a stopping threshold, and $\tau$, ideally above the relative noise of the stored errors. That noise grows as the errors shrink, so a fixed $\tau$ can fall below it near convergence; the oxygen runs used $\tau=10^{-8}$ throughout, with scaled differences far from dependent. Start from $t=0$.

1. Evaluate $e=-\Delta^{-1}\Omega(t)$. Stop if $\|e\|$ is below the threshold.
2. Store $(t,e)$; if more than $m$ pairs are held, discard the oldest.
3. Form the scaled differences, orthogonalise them newest first (twice, against rounding), drop columns below $\tau$, and solve (8).
4. Set $t_{\rm new}=\sum_ic_i(t_i+e_i)$. If at least two pairs are held and $t_{\rm new}$ coincides with a stored trial to within rounding, use $t_n+e_n$ instead.
5. Return to 1 with $t=t_{\rm new}$.

The coincidence check is a safeguard; the oxygen runs converged without it. The argument for it assumes full history and exact stagnation. Near stagnation escapes it: with $K_{11}=\epsilon$ in the swap example GMRES lowers the residual slightly and $t_2-t_1$ is of order $\epsilon$, so for $\epsilon$ above rounding but below $\tau$ the check is not triggered, the column is dropped, and the mixture at $n=2$ is not the solution. With a short window, the directions gained by plain updates may be discarded before they are used, and the check does not guarantee convergence. A new error far above the predicted one does not by itself show that the linear model has failed. The prediction $p=\sum_ic_ie_i$ refers to $\bar t$, while the new error is measured at $\bar t+p$, and for a linear error $e(\bar t+p)=(1-K)p$, which can exceed $p$ by up to the factor $\|1-K\|$. For $K=\mathrm{diag}(20,1)$ and $f=(1,1)^T$ the first step gives $e_1=(-19,0)^T$ against $p=e_0=(1,1)^T$; discarding the history there and restarting from the better pair $(t_0,e_0)$ would only repeat the same step. The failure of the linear model is measured by the defect (4), which costs an extra evaluation at $\bar t$. The history takes $2m$ amplitude vectors and the columns of $\mathcal Q$ up to $m-1$ more, and the orthogonalisation costs of order $m^2$ vector operations per step. For linear equations, a window that holds the full history gives the GMRES iterates as mixtures, under the conditions stated above and provided no column is dropped, and $m=1$ is the plain update.

The converged correlation energies are $-0.1184$ hartree for CCD and $-0.1200$ hartree for LCCD, against $-0.1037$ hartree for MP2, on a UHF energy of $-74.7922$ hartree. Plain and accelerated CCD agree within $10^{-9}$ hartree, as they must when they reach the same root: acceleration changes the path and not the equations. These are model values in a small basis, without singles, connected triples and higher excitations, or relativity. The CCD errors and condition numbers for $n=0,\dots,13$ are in the numerical output.

## Values computed for the example and the checks

```
O atom, triplet, UHF/cc-pVDZ, all electrons correlated
occupied, virtual spin orbitals: 8, 20
smallest double-excitation gap: 1.2904 hartree
UHF energy: -74.792166 hartree
first-update (MP2) correlation energy: -0.103718 hartree
CCD correlation energy: -0.118385 hartree
max update difference from independent code: 5.0e-11
asymmetry of preconditioned operator (sample): 1.2e-04
stopping threshold on error norm: 1e-10
error evaluations, plain / DIIS: 35 / 14
max DIIS-Anderson distance, 7 iterates: 1.0e-16
4 vectors: predicted residual 1.404e-03, nonlinear defect 8.946e-05
n | plain error | DIIS error | cond(B) | cond(scaled differences)
 0 | 2.96e-01 | 2.96e-01 | 1.0e+00 | -
 1 | 4.30e-02 | 4.30e-02 | 1.5e+02 | 1.0e+00
 2 | 1.24e-02 | 9.61e-03 | 6.5e+03 | 4.0e+00
 3 | 5.23e-03 | 2.82e-03 | 2.2e+05 | 1.2e+01
 4 | 2.65e-03 | 5.49e-04 | 4.1e+06 | 2.9e+01
 5 | 1.45e-03 | 7.88e-05 | 9.3e+07 | 4.9e+01
 6 | 8.11e-04 | 1.18e-05 | 2.9e+09 | 5.7e+01
 7 | 4.58e-04 | 2.11e-06 | 1.8e+11 | 5.8e+01
 8 | 2.59e-04 | 3.04e-07 | 4.2e+12 | 7.9e+01
 9 | 1.47e-04 | 7.44e-08 | 1.7e+14 | 9.9e+01
10 | 8.32e-05 | 1.18e-08 | 6.1e+15 | 1.1e+02
11 | 4.71e-05 | 1.60e-09 | 2.1e+17 | 1.2e+02
12 | 2.67e-05 | 1.88e-10 | 2.0e+19 | 1.3e+02
13 | 1.51e-05 | 2.51e-11 | 9.5e+20 | 1.6e+02
relative eigenvalue cutoff: 1e-12; kept 8 of 14
filtered-B predicted residual: 6.98e-07 (lower bound 7.98e-08)
difference-QR predicted residual: 1.19e-11 (newest error 2.51e-11)
scaled coefficient norm: 5.70e-10 (bound 2.21e-09)
LCCD: n | GMRES residual | |DIIS mix-GMRES| | |next-g(GMRES)|
1 | 2.913e-02 | 6.5e-17 | 4.6e-17
2 | 6.260e-03 | 9.4e-17 | 6.4e-17
3 | 1.749e-03 | 2.4e-16 | 1.2e-16
4 | 3.512e-04 | 1.9e-16 | 7.0e-17
5 | 5.971e-05 | 2.6e-16 | 9.1e-17
6 | 1.135e-05 | 2.9e-16 | 7.2e-17
7 | 1.808e-06 | 2.1e-16 | 8.1e-17
8 | 4.100e-07 | 2.1e-16 | 7.0e-17
window of 3 vectors, n=8: residual 3.264e-06, 7.96 times GMRES
LCCD correlation energy: -0.120045 hartree
swap model: stuck DIIS error 1.4142, GMRES solution (0.0, 1.0)
after one plain update: rank(B) = 2 of 3, coefficients [ 0.  2. -1.]
near duplicates, delta = 1e-09: squared distance 1.0e-18, from B 0.0e+00
old-vector coefficient: -1.0000e+09 unfiltered, 0.0 with threshold 1e-8
```
